\section*{Wannier interpolation of electron-phonon matrix elements and the polar dipole term, part 1}

(Sections cited here and not found follow in the second part.)

\section{Electron--phonon interpolation in polar insulators}

In a three-dimensional insulator treated in a static mean field, the electron--phonon matrix elements in the Wannier gauge form a double Fourier series,
\begin{equation}
g^W_{mn,\kappa\alpha}(k,q)=\sum_{R_e,R_p}e^{ik\cdot R_e+iq\cdot R_p}\,\langle w_{m0}|\partial_{\kappa\alpha p}V|w_{nR_e}\rangle ,
\label{eq:main}
\end{equation}
and diverge at long wavelength as
\begin{equation}
g^W_{mn,\kappa\alpha}(k,q)=\frac{4\pi i}{\Omega}\,\frac{(qZ_\kappa)_\alpha}{q\epsilon q}\,\delta_{mn}+O(q^0).
\label{eq:lead}
\end{equation}
A truncated series cannot follow \eqref{eq:lead}. The difference $g^S=g^W-g^L$ is interpolated instead, and $g^L$ is added back at the target point, with
\begin{equation}
g^L_{mn,\kappa\alpha}(q)=\delta_{mn}\frac{4\pi i}{\Omega}\sum_{p=q+G\neq0}\frac{(pZ_\kappa)_\alpha}{p\epsilon p}\,e^{-p\epsilon p/4\Lambda^2}\,e^{ip\cdot(r_n-\tau_\kappa)} .
\label{eq:gL}
\end{equation}
The remainder $g^S$ is bounded, but in general its limit at $q\to0$ depends on direction.

Hartree atomic units are used, the electron charge is $-1$, and vectors are not set in bold. $\Omega$ is the cell volume, $G$ a reciprocal-lattice vector, $\tau_\kappa$ the position of atom $\kappa$ in the home cell and $r_n$ a Wannier centre. $\partial_{\kappa\alpha p}V$ is the derivative of the self-consistent electron potential energy with respect to coordinate $\alpha$ of atom $\kappa$ in cell $R_p$. The Born charge is $Z_{\kappa,\beta\alpha}=\Omega\,\partial P_\beta/\partial\tau_{\kappa\alpha}$ for a sublattice displacement at zero macroscopic field, $\epsilon$ is the clamped-ion dielectric tensor, $(qZ_\kappa)_\alpha=\sum_\beta q_\beta Z_{\kappa,\beta\alpha}$, $q\epsilon q=\sum q_\beta\epsilon_{\beta\gamma}q_\gamma$, and $\Lambda$ is a free inverse length.

\subsection{The double Fourier series}

Take a periodic crystal of $N$ cells and Bloch states normalised to one per cell. A displacement wave of sublattice $\kappa$ gives
\begin{equation}
\Delta_{q\kappa\alpha}V=\sum_p e^{iq\cdot R_p}\partial_{\kappa\alpha p}V,\qquad
g_{mn,\kappa\alpha}(k,q)=\frac1N\langle\psi_{m,k+q}|\Delta_{q\kappa\alpha}V|\psi_{nk}\rangle ,
\label{eq:def}
\end{equation}
and a mode with frequency $\omega_\nu$ and normalised eigenvector $e_\nu$ couples through $g_\nu=\sum_{\kappa\alpha}e_{\kappa\alpha,\nu}\,g_{\kappa\alpha}/\sqrt{2M_\kappa\omega_\nu}$. For an isolated group of bands, a unitary $U(k)$ defines the Wannier gauge,
\begin{equation}
\psi^W_{nk}=\sum_m\psi_{mk}U_{mn}(k)=\sum_R e^{ik\cdot R}w_{nR},\qquad g^W=U^\dagger(k+q)\,g\,U(k).
\label{eq:gauge}
\end{equation}
Inserting the lattice sum of \eqref{eq:gauge} into \eqref{eq:def} for bra and ket gives
\begin{equation}
g^W_{mn,\kappa\alpha}=\frac1N\sum_{R',R'',R_{p'}}e^{-i(k+q)\cdot R'}e^{iq\cdot R_{p'}}e^{ik\cdot R''}\langle w_{mR'}|\partial_{\kappa\alpha p'}V|w_{nR''}\rangle .
\end{equation}
Translating all three objects by $-R'$ leaves the matrix element unchanged, so it depends on $R_e=R''-R'$ and $R_p=R_{p'}-R'$. The phase is $k\cdot(R''-R')+q\cdot(R_{p'}-R')=k\cdot R_e+q\cdot R_p$, and the free sum over $R'$ cancels $1/N$. This is \eqref{eq:main}; its coefficient is written $g(R_e,R_p)$. The series is periodic in $k$ and in $q$.

The data are known on uniform grids of $N_k$ and $N_q$ points, commensurate so that $U(k+q)$ is available. The discrete inverse is
\begin{equation}
\tilde g(R_e,R_p)=\frac1{N_kN_q}\sum_{k,q}e^{-ik\cdot R_e-iq\cdot R_p}g^W(k,q)=\sum_{T_e,T_p}g(R_e+T_e,R_p+T_p),
\label{eq:inv}
\end{equation}
because $N_k^{-1}\sum_k e^{ik\cdot R}$ is one when $R$ is a translation $T_e$ of the supercell dual to the grid and zero otherwise, and likewise for $q$. The interpolant is \eqref{eq:main} with $\tilde g$ and one representative of each image class: the image with the smallest $|R_e|$, and with the smallest distance $|R_p+\tau_\kappa-r_n|$ between atom and Wannier centre, ties sharing the weight. Each omitted coefficient is missing at its own phase and present at a wrong one, and a tied one is partly so. The error is therefore at most twice the sum of $|g|$ outside the retained set, with tied images counted as outside. The Hamiltonian $H^W=U^\dagger EU$ is interpolated by the same single transform. Its eigenvector matrix is $U^\dagger$, and $g=U(k+q)\,g^W\,U^\dagger(k)$ returns to the bands.

A periodic function analytic in a strip about the real axis has exponentially decaying coefficients, since the contour can be shifted by an imaginary wavevector. Exponential decay in $R_e$ therefore follows from an analytic periodic gauge, which is assumed to exist (vanishing Chern numbers of the group). Exponential decay in $R_p$ needs analyticity in $q$, which no gauge can supply if the potential is singular; the coefficients then fall only as a power of $R_p$.

\subsection{The macroscopic potential}

Write the induced charge density (ions and electrons) and electrostatic potential as $e^{iq\cdot r}\sum_G\rho_Ge^{iG\cdot r}$ and likewise $\phi_G=4\pi\rho_G/|q+G|^2$. Near $q=0$ the term $G=0$ is singular and the others are analytic. Call \emph{barred} a self-consistent response computed with the $G=0$ Coulomb term deleted. It is assumed analytic in $q$ near zero, as expected for a gapped system with a short-ranged exchange--correlation kernel. By linearity, the full solution is the barred response to the displacement plus the barred response to $\phi_0e^{iq\cdot r}$ regarded as applied:
\begin{equation}
\rho_0=\bar\rho^{\kappa\alpha}(q)+\bar\Pi(q)\,\phi_0,\qquad q^2\phi_0=4\pi\rho_0 .
\label{eq:split}
\end{equation}

Charge continuity gives $\rho=-\nabla\cdot P$, with $P$ the time-integrated current, so $\rho_0=-iq\cdot P_0(q)$. At $q=0$ the barred problem is a uniform sublattice displacement with a cell-periodic potential, that is at zero macroscopic field, so $P_{0,\beta}(0)=Z_{\kappa,\beta\alpha}/\Omega$. The wave has phase $e^{iq\cdot R_p}=e^{-iq\cdot\tau_\kappa}e^{iq\cdot(R_p+\tau_\kappa)}$; extracting the first factor refers the moments to the atom:
\begin{equation}
\Omega\,\bar\rho^{\kappa\alpha}=e^{-iq\cdot\tau_\kappa}\Big[-i(qZ_\kappa)_\alpha-\tfrac12\,q_\beta q_\gamma Q_{\kappa\alpha}^{\beta\gamma}+O(q^3)\Big],
\label{eq:rho}
\end{equation}
which defines the dynamical quadrupole $Q$. For the second term of \eqref{eq:split}, a constant potential drives no current, and the field is $E=-iq\phi_0$. Then $P_0=(\epsilon-1)E/4\pi$ to leading order, and
\begin{equation}
\bar\Pi=(-iq)\frac{\epsilon-1}{4\pi}(-iq)+O(q^4)=-\frac{q\epsilon q-q^2}{4\pi}+O(q^4).
\label{eq:pi}
\end{equation}
No cubic term appears: a diagonal static response is real, and a real potential induces a real density, which gives $\bar\Pi(-q)=\bar\Pi(q)^*$, so $\bar\Pi$ is even. Substituting \eqref{eq:pi} in \eqref{eq:split}, $q^2\phi_0=4\pi\bar\rho-(q\epsilon q-q^2)\phi_0$; the $q^2\phi_0$ terms cancel, leaving $(q\epsilon q)\phi_0=4\pi\bar\rho$. The electron energy is $V_0=-\phi_0$:
\begin{equation}
V_0=\frac{4\pi}{\Omega}\,\frac{e^{-iq\cdot\tau_\kappa}}{q\epsilon q}\Big[i(qZ_\kappa)_\alpha+\tfrac12\,q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\Big]+O(q).
\label{eq:V0}
\end{equation}

\subsection{Matrix elements through order $q^0$}

The full perturbation is the barred one, with analytic matrix element $\bar g^W$, plus $V_0e^{iq\cdot r}$, plus the local potential that $V_0$ induces. With $e^{iq\cdot r}=1+iq\cdot r+\dots$, the constant induces nothing, and the linear term induces $iq_\beta V_0\mathcal V_\beta$, where $\mathcal V_\beta$ is the cell-periodic self-consistent potential produced by the perturbation $r_\beta$. For the plane wave, put $u^W_{nk}=e^{-ik\cdot r}\psi^W_{nk}$ and $A_{mn}=i\langle u^W_{mk}|\partial_ku^W_{nk}\rangle$. Orthonormality gives $\langle\partial u_m|u_n\rangle=-\langle u_m|\partial u_n\rangle=iA_{mn}$, hence
\begin{equation}
\tfrac1N\langle\psi^W_{m,k+q}|e^{iq\cdot r}|\psi^W_{nk}\rangle=\langle u^W_{m,k+q}|u^W_{nk}\rangle=\delta_{mn}+iq\cdot A_{mn}(k)+O(q^2).
\label{eq:ov}
\end{equation}
The expansion needs the smooth gauge; in the band basis the leading term is $[U(k+q)U^\dagger(k)]_{mn}$. Multiply \eqref{eq:V0} by \eqref{eq:ov} plus $iq\cdot\mathcal V_{mn}(k)$, expand $e^{-iq\cdot\tau_\kappa}=1-iq\cdot\tau_\kappa$, and use $i\cdot i=-1$:
\begin{align}
g^W_{mn,\kappa\alpha}=\bar g^W_{mn,\kappa\alpha}(k,0)+\frac{4\pi}{\Omega\,q\epsilon q}\Big\{&i(qZ_\kappa)_\alpha\delta_{mn}-(qZ_\kappa)_\alpha\,q\cdot\big[A_{mn}-\tau_\kappa\delta_{mn}\big]\nonumber\\
&-(qZ_\kappa)_\alpha\,q\cdot\mathcal V_{mn}+\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}\delta_{mn}\Big\}+O(q).
\label{eq:full}
\end{align}
The first term in braces is \eqref{eq:lead}: odd in $q$, independent of $k$ and of the band, as a slowly varying potential shifts all bands alike. The other three are of degree zero in $q$ and depend on $\hat q$. The first of them is the Berry term. From $i\partial_ku^W_{nk}=e^{-ik\cdot r}\sum_R(r-R)e^{ik\cdot R}w_{nR}$ and the relabelling used for \eqref{eq:main},
\begin{equation}
A_{mn}(k)=\sum_Re^{ik\cdot R}\langle w_{m0}|r|w_{nR}\rangle ,
\label{eq:A}
\end{equation}
since the term in $R$ carries $\langle w_{m0}|w_{nR}\rangle\propto\delta_{R0}$. The zone average of $A_{nn}$ is the centre $r_n$.

If atom $\kappa$ is an inversion centre, the rank-three tensor $Q_\kappa$ equals its negative and vanishes. Inversion makes $\mathcal V_\beta$ odd in $r$, which does not force its matrix elements at a general $k$ to vanish.

The $1/q$ divergence is absent when all $Z_\kappa$ vanish, and it can be removed or weakened in other ways. For a mode it is weighted by $\sum_\kappa(\hat qZ_\kappa)\cdot e_{\kappa,\nu}/\sqrt{M_\kappa}$, which vanishes for a rigid translation, because moving a neutral crystal creates no polarisation ($\sum_\kappa Z_\kappa=0$), and for transverse modes when each $Z_\kappa$ is a scalar. For an acoustic mode two terms of degree zero survive in a piezoelectric crystal: the sum $\sum_\kappa Q_\kappa$, present already when all atoms move with equal amplitude and phase $e^{iq\cdot(R_p+\tau_\kappa)}$, and the dipole term acting on the correction of relative order $q$ to that pattern. Together with the factor $\omega_\nu^{-1/2}$ they leave a weaker divergence $q^{-1/2}$. With free carriers $\bar\Pi(0)=-k_s^2/4\pi\neq0$ in static Thomas--Fermi screening, the denominator becomes $q\epsilon q+k_s^2$, and for a static perturbation the $1/q$ law holds only for $q\epsilon q\gg k_s^2$. This limit needs carriers that follow the lattice. At small $q$ a mode of frequency $\omega$ sees instead the factor $1/(1-\omega_p^2/\omega^2)$, with $\omega_p$ the carrier plasma frequency, so an LO phonon well above $\omega_p$, as at light doping, keeps its $1/q$ coupling. In a monolayer with in-plane $q$ the kernel is $2\pi/q$, and a charge of order $q$ gives a finite, direction-dependent limit.

\subsection{Real space and the form of $g^L$}

For $N_q\to\infty$, $N_q^{-1}\sum_q\to\Omega\int_{\rm BZ}d^3q/(2\pi)^3$, and the sum over $G$ in \eqref{eq:gL} extends the integral to all $p$. Without damping, the substitution $p=\epsilon^{-1/2}p'$, with Jacobian $(\det\epsilon)^{-1/2}$, reduces it to the Coulomb transform:
\begin{equation}
\int\!\frac{d^3p}{(2\pi)^3}\frac{4\pi e^{ip\cdot r}}{p\epsilon p}=\frac{1}{\sqrt{\det\epsilon}\,(r\epsilon^{-1}r)^{1/2}} .
\end{equation}
The factor $ip_\beta$ is $\partial/\partial r_\beta$, and $\partial_\beta(r\epsilon^{-1}r)^{-1/2}=-(\epsilon^{-1}r)_\beta(r\epsilon^{-1}r)^{-3/2}$. With $r=r_n-\tau_\kappa-R_p$,
\begin{equation}
g^L_{nn,\kappa\alpha}(0,R_p)=-\frac{(\epsilon^{-1}r)_\beta Z_{\kappa,\beta\alpha}}{\sqrt{\det\epsilon}\,(r\epsilon^{-1}r)^{3/2}} .
\label{eq:real}
\end{equation}
This is the energy of an electron at the Wannier centre in the field of a screened dipole, falling as $R_p^{-2}$. Rescaling $p\to p/|r|$ shows that a non-analytic term of degree $s$ has a tail $R^{-3-s}$, so the degree-zero terms of \eqref{eq:full} fall as $R_p^{-3}$. The error bound below \eqref{eq:inv} diverges linearly for the dipole tail. Concretely, the plain interpolant is a trigonometric polynomial through the $\Gamma$ datum $\bar g^W(k,0)$, computed without $G=0$; it stays finite while $g^W$ grows, and its relative error tends to one as $q\to0$ on any finite grid. After subtraction a bounded jump at $\Gamma$ still cannot be followed by a continuous interpolant, but its error relative to the norm of $g^W$ vanishes as $q$, provided $Z$ and $\epsilon$ in $g^L$ are those of the data; a relative mismatch in $Z/\epsilon$ leaves a $q$-independent relative error of the same size.

The form \eqref{eq:gL} is one choice that meets three requirements. Periodicity in $q$, which \eqref{eq:main} demands, follows by relabelling $G$. The Gaussian makes the sum converge, and changes the $G=0$ term by $(e^{-x/4\Lambda^2}-1)/x$ with $x=q\epsilon q$, an entire function; it is a smearing of the dipole over a length $\sim\sqrt\epsilon/\Lambda$, which must be small against the supercell. The phase $e^{iq\cdot(r_n-\tau_\kappa)}$ reproduces, at first order, the Berry term of \eqref{eq:full} with $A_{mn}$ replaced by $r_n\delta_{mn}$. Replacing $r_n$ by zero leaves in $g^S$ the jump $-(4\pi/\Omega)(\hat qZ_\kappa)_\alpha\,\hat q\cdot r_n/\hat q\epsilon\hat q$, which depends on the origin. At $q=0$ the term $p=0$ is omitted, matching the datum.

This part has derived the long-wavelength matrix elements through order $q^0$ and shown that subtracting $g^L$ removes the $1/q$ divergence, leaving a bounded remainder whose limit at $q\to0$ in general depends on direction. It remains to obtain the non-analytic force constants and the Fröhlich limit, and to test the formulas and the interpolation on a model polar insulator.
